# Competitive Langmuir Adsorption of a Metal Cation and Protons on Silanol: verification in Python

```python
"""Competitive Langmuir coverage of silanol sites by protons and a metal cation.

Result under test (independent sites, ideal dilute solution):
  theta_M = K_M c_M / (1 + K_H c_H + K_M c_M), and likewise theta_H;
  protons released per adsorbed cation at fixed c_H = K_H c_H/(1 + K_H c_H);
  closed unbuffered film with fully protonated initial surface:
  theta = 2 K c_M0 / (b + sqrt(b^2 + 4 a K c_M0)),
  a = s (1-K), b = c_H0 + K (c_M0+s), K = K_M/K_H, s = sites per film volume.
Symbols: c_H, c_M number densities (1/A^3); K_H, K_M binding constants (A^3);
eps_H, eps_M binding free energies (eV) from solution at density 1/A^3.
"""
import itertools
import numpy as np
from scipy.constants import Boltzmann, elementary_charge, Avogadro
from scipy.optimize import brentq
from scipy.special import gammaln

temperature = 300.0
kT = Boltzmann * temperature / elementary_charge
eps_H, eps_M = -0.60, -0.50
site_density = 0.05
film_thickness = 1.0e5
c_H0, c_M0 = 1.0e-7, 1.0e-6
K_H, K_M = np.exp(-eps_H / kT), np.exp(-eps_M / kT)
K = K_M / K_H
s = site_density / film_thickness
density_per_molar = Avogadro * 1.0e-27   # ions per A^3 in 1 mol/L


def three_state(c_H, c_M):
    total = 1 + K_H * c_H + K_M * c_M
    return K_H * c_H / total, K_M * c_M / total


def closed_film(K_ex, h0, m0, sites):
    a = sites * (1 - K_ex)
    b = h0 + K_ex * (m0 + sites)
    return 2 * K_ex * m0 / (b + np.sqrt(b * b + 4 * a * K_ex * m0))


def pH(c_H):
    return -np.log10(c_H / density_per_molar)


# All configurations of six sites: 0 = bare, 1 = protonated, 2 = metal-bound.
configurations = np.array(list(itertools.product((0, 1, 2), repeat=6)))
count_H = (configurations == 1).sum(axis=1)
count_M = (configurations == 2).sum(axis=1)
count_bare = (configurations == 0).sum(axis=1)


def enumerated(c_H, c_M, valence=1, charging=0.0):
    """Mean coverages; surface energy is charging*Q^2/2 for total charge Q."""
    Q = (valence - 1) * count_M - count_bare
    energy = eps_H * count_H + eps_M * count_M + 0.5 * charging * Q**2
    log_w = -energy / kT + count_H * np.log(c_H) + count_M * np.log(c_M)
    w = np.exp(log_w - log_w.max())
    w /= w.sum()
    return (w @ count_H) / 6, (w @ count_M) / 6


# Coverages against explicit enumeration, including strongly bare surfaces.
for c_H, c_M in [(1e-7, 1e-6), (1e-9, 1e-8), (1e-10, 1e-8), (1e-11, 1e-9)]:
    assert np.allclose(enumerated(c_H, c_M), three_state(c_H, c_M), rtol=1e-10)

# Proton release from finite differences of the enumerated coverages.
release_table = []
for c_H in (1e-7, 1e-9, 1e-10):
    c_M = 10 * c_H
    low = enumerated(c_H, c_M * 0.99)
    high = enumerated(c_H, c_M * 1.01)
    release = -(high[0] - low[0]) / (high[1] - low[1])
    assert abs(release - K_H * c_H / (1 + K_H * c_H)) < 1e-8
    release_table.append((c_H, K_H * c_H, release))

# Charging leaves the monovalent exchange odds intact, not the divalent ones.
c_H_test, c_M_test, charging = 1e-10, 1e-8, 0.10
ideal_odds = K * c_M_test / c_H_test
odds = {}
for valence in (1, 2):
    t_H, t_M = enumerated(c_H_test, c_M_test, valence, charging)
    odds[valence] = t_M / t_H
assert abs(odds[1] / ideal_odds - 1) < 1e-10
assert abs(odds[2] / ideal_odds - 1) > 0.05
bare_ideal = 1 - sum(enumerated(c_H_test, c_M_test))
bare_charged = 1 - sum(enumerated(c_H_test, c_M_test, 1, charging))
assert abs(bare_charged - bare_ideal) > 0.01


def canonical_coverage(K_ex, scale):
    """Exact sum over adsorbed metal number at fixed total ion numbers."""
    sites, protons, metals = 5 * scale, scale, 10 * scale
    n = np.arange(min(sites, metals) + 1)
    log_w = (-gammaln(n + 1) - gammaln(sites - n + 1) + n * np.log(K_ex)
             - gammaln(metals - n + 1) - gammaln(protons + n + 1))
    w = np.exp(log_w - log_w.max())
    return (w @ n) / w.sum() / sites


# Finite-size deviation must vanish as one over the number of sites.
canonical_errors = []
for scale in (20, 200, 2000):
    exact = canonical_coverage(K, scale)
    canonical_errors.append(abs(exact - closed_film(K, 1.0, 10.0, 5.0)))
assert canonical_errors[1] < 0.15 * canonical_errors[0]
assert canonical_errors[2] < 0.15 * canonical_errors[1]
for K_test in (K, 1.0, 50.0):
    difference = canonical_coverage(K_test, 2000) - closed_film(K_test, 1., 10., 5.)
    assert abs(difference) < 2 / 10000


def full_balance(h0, m0, sites):
    """Closed film with bare sites allowed; surface first equilibrated at h0."""
    theta_H_start = three_state(h0, 0.0)[0]

    def metal_coverage(c_H):
        top = min(1.0, m0 / sites)
        return brentq(lambda t: t - three_state(c_H, m0 - sites * t)[1],
                      0.0, top, xtol=1e-15)

    def proton_excess(c_H):
        t = metal_coverage(c_H)
        t_H = three_state(c_H, m0 - sites * t)[0]
        return (c_H + sites * (t_H - theta_H_start) - h0) / h0

    c_H = brentq(proton_excess, h0 * 1e-6, h0 + sites, xtol=1e-20)
    return metal_coverage(c_H), c_H


theta_closed = closed_film(K, c_H0, c_M0, s)
theta_full, c_H_full = full_balance(c_H0, c_M0, s)
assert abs(theta_full / theta_closed - 1) < 5e-3
net_release = (c_H_full - c_H0) / (s * theta_full)
assert abs(net_release - 1) < 1e-2

# Thick-film correction against a numerical root of the mass-action law.
theta_fixed = K * c_M0 / (c_H0 + K * c_M0)


def mass_action_root(sites):
    def mismatch(t):
        return (np.log(K * (c_M0 - sites * t) / (c_H0 + sites * t))
                - np.log(t / (1 - t)))
    return brentq(mismatch, 1e-9, 1 - 1e-9, xtol=1e-15)


small_s = 1e-3 * c_H0
numerical_slope = (mass_action_root(small_s) - theta_fixed) / small_s
formula_slope = -theta_fixed**2 * (1 - theta_fixed) * (1 / c_H0 + 1 / c_M0)
assert abs(numerical_slope / formula_slope - 1) < 1e-2

c_H_final = c_H0 + s * theta_closed
c_M_final = c_M0 - s * theta_closed
a = s * (1 - K)
b = c_H0 + K * (c_M0 + s)
D = b * b + 4 * a * K * c_M0
theta_H3, theta_M3 = three_state(c_H0, c_M0)

print(f"temperature = {temperature:.0f} K, kT = {kT:.6f} eV")
print(f"eps_H = {eps_H:.2f} eV, eps_M = {eps_M:.2f} eV")
print(f"exchange free energy eps_M - eps_H = {eps_M - eps_H:.2f} eV")
print(f"K_H = {K_H:.4e} A^3, K_M = {K_M:.4e} A^3")
print(f"exchange constant K = {K:.6f} (dimensionless)")
print(f"site density = {site_density:.3f} A^-2")
print(f"film thickness = {film_thickness:.1e} A, s = {s:.3e} A^-3")
print(f"initial c_H0 = {c_H0:.1e} A^-3, c_M0 = {c_M0:.1e} A^-3")
print("Fixed concentrations (dimensionless coverages):")
print(f"  K_H c_H = {K_H*c_H0:.3f}, K_M c_M = {K_M*c_M0:.3f}")
print(f"  three-state theta_M = {theta_M3:.6f}, theta_H = {theta_H3:.6f}")
print(f"  bare fraction = {1-theta_H3-theta_M3:.3e}")
print(f"  two-state theta_M = {theta_fixed:.6f}")
print("Protons released per cation at fixed c_H (dimensionless):")
for c_H, strength, release in release_table:
    print(f"  c_H = {c_H:.0e} A^-3: K_H c_H = {strength:.3f}, r = {release:.5f}")
print("Closed unbuffered film:")
print(f"  a = {a:.5e} A^-3, b = {b:.5e} A^-3, D = {D:.5e} A^-6")
print(f"  theta_M = {theta_closed:.6f} (dimensionless)")
print(f"  ratio to fixed-concentration value = {theta_closed/theta_fixed:.4f}")
print(f"  final c_H = {c_H_final:.5e} A^-3, final c_M = {c_M_final:.5e} A^-3")
print(f"  ideal pH: initial {pH(c_H0):.3f}, final {pH(c_H_final):.3f}")
print(f"  adsorbed metal = {site_density*theta_closed:.5e} A^-2"
      f" = {site_density*theta_closed*1e16:.3e} cm^-2")
print(f"  with bare sites: theta_M = {theta_full:.6f}, c_H = {c_H_full:.5e} A^-3")
print(f"  with bare sites: net protons per cation = {net_release:.5f}")
print("Film thickness, closed-film theta_M, thick-film estimate:")
for L in (1e4, 1e5, 1e6, 1e7):
    s_L = site_density / L
    estimate = theta_fixed + formula_slope * s_L
    print(f"  {L:.0e} A: {closed_film(K, c_H0, c_M0, s_L):.6f}, {estimate:.6f}")
print(f"Charging test: c_H = {c_H_test:.0e} A^-3, c_M = {c_M_test:.0e} A^-3,"
      f" charging energy = {charging:.2f} eV")
print(f"  ideal odds theta_M/theta_H = {ideal_odds:.5f}")
print(f"  charged surface: z=1 odds {odds[1]:.5f}, z=2 odds {odds[2]:.5f}")
print(f"  z=1 bare fraction: ideal {bare_ideal:.4f}, charged {bare_charged:.4f}")
print("Canonical sum minus quadratic root, absolute coverage error:")
for sites, error in zip((100, 1000, 10000), canonical_errors):
    print(f"  {sites} sites: {error:.2e}")
print("PASS")
```

Printed output:

```
temperature = 300 K, kT = 0.025852 eV
eps_H = -0.60 eV, eps_M = -0.50 eV
exchange free energy eps_M - eps_H = 0.10 eV
K_H = 1.2010e+10 A^3, K_M = 2.5097e+08 A^3
exchange constant K = 0.020897 (dimensionless)
site density = 0.050 A^-2
film thickness = 1.0e+05 A, s = 5.000e-07 A^-3
initial c_H0 = 1.0e-07 A^-3, c_M0 = 1.0e-06 A^-3
Fixed concentrations (dimensionless coverages):
  K_H c_H = 1201.037, K_M c_M = 250.975
  three-state theta_M = 0.172727, theta_H = 0.826584
  bare fraction = 6.882e-04
  two-state theta_M = 0.172846
Protons released per cation at fixed c_H (dimensionless):
  c_H = 1e-07 A^-3: K_H c_H = 1201.037, r = 0.99917
  c_H = 1e-09 A^-3: K_H c_H = 12.010, r = 0.92314
  c_H = 1e-10 A^-3: K_H c_H = 1.201, r = 0.54567
Closed unbuffered film:
  a = 4.89552e-07 A^-3, b = 1.31345e-07 A^-3, D = 5.81712e-14 A^-6
  theta_M = 0.112187 (dimensionless)
  ratio to fixed-concentration value = 0.6491
  final c_H = 1.56093e-07 A^-3, final c_M = 9.43907e-07 A^-3
  ideal pH: initial 3.780, final 3.586
  adsorbed metal = 5.60933e-03 A^-2 = 5.609e+13 cm^-2
  with bare sites: theta_M = 0.112231, c_H = 1.55936e-07 A^-3
  with bare sites: net protons per cation = 0.99681
Film thickness, closed-film theta_M, thick-film estimate:
  1e+04 A: 0.046251, -1.186309
  1e+05 A: 0.112187, 0.036931
  1e+06 A: 0.160964, 0.159255
  1e+07 A: 0.171507, 0.171487
Charging test: c_H = 1e-10 A^-3, c_M = 1e-08 A^-3, charging energy = 0.10 eV
  ideal odds theta_M/theta_H = 2.08965
  charged surface: z=1 odds 2.08965, z=2 odds 1.22196
  z=1 bare fraction: ideal 0.2123, charged 0.0317
Canonical sum minus quadratic root, absolute coverage error:
  100 sites: 1.48e-03
  1000 sites: 1.47e-04
  10000 sites: 1.47e-05
PASS
```
